**Magnetoresistance of a diffuse-walled channel: closed form, Boltzmann solver and random walk**

For channel width $W$, cyclotron radius $R$ and bulk mean free path $l$, the program computes the effective mean free path $\Lambda$, which gives the resistivity ratio $\rho/\rho_0=l/\Lambda$. It asserts that the ballistic closed form for $W<2R$ agrees with a Boltzmann solver at $l=10^5\,W$ to within 0.1%, and with the diffusion of a random billiard walk to within 4%. The elliptic integrals are coded with parameter $m=1-W^2/(4R^2)$, an equivalent form of the expression with modulus $(2R-W)/(2R+W)$. Further assertions cover both limits of the closed form, the zero-field quadrature, the absence of magnetoresistance for specular walls, and convergence with a larger basis. The output puts the ballistic resistance peak at $W/R=0.5835$, and between 0.580 and 0.585 for the six ratios $l/W$ tried from 3 to 200. A tenfold increase of $l$ from $200\,W$ leaves $\Lambda$ almost unchanged at $W/R=1$ but multiplies it by 9.99 at $W/R=2.5$. For the graphene example the peak is 79.5 ohm per square at 0.193 T, falling to 24.1 ohm where $2R=W$.

## Program and output

```python
"""Magnetoresistance of a two-dimensional channel with diffuse walls.

Result under test: for a long bulk mean free path l and w = W/R < 2,
  Lambda/W = 2/(pi w^2) [2 I^2/(2-w) + 4/3 + w^2 - w^3/3 - M],
  I = integral of sqrt(1-c^2) from -1 to w-1,
  M = (2/3)[(2 + w^2/2) E(m) - w^2 K(m)],  m = 1 - w^2/4.
W: channel width, R: cyclotron radius, Lambda: effective mean free path.
Resistivity over its bulk value is l/Lambda.  The closed form is compared
with a Boltzmann solver for any l and with a random billiard walk.
Inside the solver all lengths are in units of R.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import ellipe, ellipk

NODES = 64
x_gauss, w_gauss = leggauss(NODES)
leg_table = legvander(x_gauss, NODES)
# matrix that integrates from -1 up to each Gauss node
cumulative = np.zeros((NODES, NODES))
for n in range(NODES):
    if n == 0:
        primitive = x_gauss + 1
    else:
        primitive = (leg_table[:, n + 1] - leg_table[:, n - 1]) / (2*n + 1)
    cumulative += 0.5*(2*n + 1)*np.outer(primitive, w_gauss*leg_table[:, n])


def ballistic_parts(w):
    """Hall part and flight part of Lambda/W for l -> infinity, w < 2."""
    theta = np.arccos(1 - w)
    skip = 0.5*(theta - np.sin(theta)*np.cos(theta))
    m = 1 - w**2/4
    overlap = (2/3)*((2 + w**2/2)*ellipe(m) - w**2*ellipk(m))
    front = 2/(np.pi*w**2)
    hall = front*2*skip**2/(2 - w)
    flight = front*(4/3 + w**2 - w**3/3 - overlap)
    return hall, flight


def ballistic(w):
    return sum(ballistic_parts(w))


def zero_field(l_over_w):
    """Lambda/W without magnetic field, diffuse walls."""
    def loss(phi):
        s = np.sin(phi)
        return np.cos(phi)**2*s*(-np.expm1(-1/(l_over_w*s)))
    integral = quad(loss, 0, np.pi/2, epsabs=1e-12, limit=200)[0]
    return l_over_w*(1 - 4*l_over_w/np.pi*integral)


def boltzmann(w, l_over_w, specular=0.0, n_odd=7):
    """Lambda/W from the Boltzmann equation solved along the orbits.

    Unknowns: level emitted by the lower wall (the upper one is opposite)
    and the odd Legendre coefficients of the angular mean of g.
    """
    l = l_over_w*w
    p = specular
    degrees = np.arange(1, 2*n_odd, 2)
    size = n_odd + 2              # columns: drive, wall level, Legendre
    moments = np.zeros((n_odd + 1, size))
    influx = np.zeros(size)
    wall_unit = np.zeros(size)
    wall_unit[1] = 1

    def tests_and_sources(angle, height):
        leg = legvander(2*height/w - 1, 2*n_odd)[..., degrees]
        cosine = np.cos(angle)[..., None]*np.ones_like(height)[..., None]
        tests = np.concatenate([cosine, leg], axis=-1)
        src = np.zeros(height.shape + (size,))
        src[..., 0] = cosine[..., 0]
        src[..., 2:] = leg/l
        return tests, src

    def add_moments(weight, tests, g):
        left = (weight[..., None]*tests).reshape(-1, n_odd + 1)
        return left.T @ g.reshape(-1, size)

    families = []
    if w < 2:
        half = 1 - w/2
        theta = np.pi/2*x_gauss
        c = w/2 + half*np.sin(theta)
        dc = np.pi/2*w_gauss*half*np.cos(theta)
        first = np.arccos(np.clip(c, -1, 1))
        last = np.arccos(np.clip(c - w, -1, 1))
        families.append((True, first, last, dc))
        lowest = np.arccos(w - 1)
    else:
        lowest = 0.0
    span = np.pi - lowest
    first = lowest + span*(x_gauss + 1)/2
    families.append((False, first, 2*np.pi - first,
                     np.sin(first)*span/2*w_gauss))

    for crossing, first, last, dc in families:
        length = last - first
        s = length[:, None]*(x_gauss + 1)/2
        angle = first[:, None] + s
        height = np.cos(first)[:, None] - np.cos(angle)
        tests, src = tests_and_sources(angle, height)
        fade = np.exp(-s/l)[..., None]
        grown = src/fade
        half_len = length[:, None]/2
        part = fade*half_len[..., None]*np.matmul(cumulative, grown)
        decay = np.exp(-length/l)[:, None]
        part_end = decay*half_len*np.einsum('j,cjk->ck', w_gauss, grown)
        if crossing:              # mirror chord: reversed node order
            emitted = ((1 - p)*(1 - p*decay)*wall_unit
                       - p*part_end[::-1] + p**2*decay*part_end)
            emitted = emitted/(1 - p**2*decay**2)
        else:
            emitted = ((1 - p)*wall_unit + p*part_end)/(1 - p*decay)
        g = emitted[:, None, :]*fade + part
        arrival = emitted*decay + part_end
        influx += (-1 if crossing else 1)*(dc @ arrival)
        weight = 2*dc[:, None]*half_len*w_gauss      # 2: both walls
        moments += add_moments(weight, tests, g)

    if w > 2:                     # closed orbits that touch no wall
        n_phi = 65
        phi = 2*np.pi*np.arange(n_phi)/n_phi
        centre = w/2 + (w/2 - 1)*x_gauss
        height = centre[:, None] - np.cos(phi)
        tests, src = tests_and_sources(phi[None, :], height)
        modes = np.fft.fftfreq(n_phi, 1/n_phi)[None, :, None]
        g = np.fft.ifft(np.fft.fft(src, axis=1)/(1/l + 1j*modes), axis=1).real
        weight = ((w/2 - 1)*w_gauss)[:, None]*np.full(n_phi, 2*np.pi/n_phi)
        moments += add_moments(weight, tests, g)

    matrix = np.zeros((n_odd + 1, n_odd + 1))
    matrix[0] = -influx[1:]
    matrix[0, 0] += 2
    matrix[1:] = -moments[1:, 1:]
    for i, degree in enumerate(degrees):
        matrix[i + 1, i + 1] += 2*np.pi*w/(2*degree + 1)
    rhs = np.concatenate([[influx[0]], moments[1:, 0]])
    answer = np.concatenate([[1.0], np.linalg.solve(matrix, rhs)])
    return moments[0] @ answer/(np.pi*w**2)


def billiard_walk(w, walkers=20000, steps=400):
    """Lambda/W from diffusion along the channel: <x^2> = Lambda * path."""
    rng = np.random.default_rng(7)
    side = rng.choice([-1.0, 1.0], size=walkers)
    x = np.zeros(walkers)
    path = np.zeros(walkers)
    for _ in range(steps):
        c = rng.uniform(-1, 1, walkers)
        crosses = c > w - 1
        start = np.arccos(c)
        stop = np.where(crosses, np.arccos(np.clip(c - w, -1, 1)),
                        2*np.pi - start)
        x += side*(np.sin(stop) - np.sin(start))
        path += stop - start
        side = np.where(crosses, -side, side)
    return np.mean(x**2)/np.mean(path)/w


def resistance_peak(l_over_w, specular=0.0):
    found = minimize_scalar(lambda w: boltzmann(w, l_over_w, specular),
                            bounds=(0.2, 1.2), method='bounded',
                            options={'xatol': 1e-5})
    return found.x, found.fun


# ---- closed form in the ballistic limit
best = minimize_scalar(ballistic, bounds=(0.1, 1.9), method='bounded',
                       options={'xatol': 1e-8})
w_star = best.x
hall_star, flight_star = ballistic_parts(w_star)
print("BALLISTIC LIMIT")
print(f"peak position W/R = {w_star:.4f}")
print(f"Lambda/W at peak = {best.fun:.4f}")
print(f"  Hall part = {hall_star:.4f}, flight part = {flight_star:.4f}")
assert 0.5 < w_star < 0.65
for w in (0.3, w_star, 1.0, 1.7):
    solved = boltzmann(w, 1e5)
    print(f"W/R={w:.3f}: closed {ballistic(w):.5f}, solver {solved:.5f}")
    assert abs(solved/ballistic(w) - 1) < 1e-3   # remainder of order W/l
for w in (w_star, 1.5):
    walked = billiard_walk(w)
    print(f"W/R={w:.3f}: walk Lambda/W {walked:.3f},"
          f" closed {ballistic(w):.3f}")
    assert abs(walked/ballistic(w) - 1) < 0.04   # sampling error near 1%
assert abs(ballistic(1e-3) - (np.log(8e3) + 1.5)/np.pi) < 1e-3
assert abs(ballistic(1.9999)*1e-4 - np.pi/4) < 1e-3
# without the Hall part Lambda only falls, so there would be no peak
scan = np.linspace(0.05, 1.99, 200)
assert np.all(np.diff(ballistic_parts(scan)[1]) < 0)

# ---- tests of the solver at finite mean free path
fuchs, weak = zero_field(1.0), boltzmann(0.02, 1.0)
print("SOLVER CHECKS")
print(f"l=W, Lambda/W: B=0 {fuchs:.5f}, W/R=0.02 {weak:.5f}")
assert abs(weak/fuchs - 1) < 3e-3                # small residual field
for w in (0.6, 2.5):
    assert abs(boltzmann(w, 10.0, specular=1.0)/10 - 1) < 1e-6
for w in (0.6, 1.5, 2.5):
    change = boltzmann(w, 20.0, n_odd=10)/boltzmann(w, 20.0) - 1
    print(f"W/R={w}: change with larger basis {change:.1e}")
    assert abs(change) < 1e-2                    # polynomial truncation
gain_open = boltzmann(1.0, 2000.0)/boltzmann(1.0, 200.0)
gain_closed = boltzmann(2.5, 2000.0)/boltzmann(2.5, 200.0)
print(f"l x10 from 200W: Lambda x{gain_open:.3f} at W/R=1")
print(f"l x10 from 200W: Lambda x{gain_closed:.3f} at W/R=2.5")
assert abs(gain_open - 1) < 0.05 and gain_closed > 9

print("PEAK AGAINST MEAN FREE PATH")
for ratio in (3.0, 5.0, 10.0, 20.0, 50.0, 200.0):
    w_peak, path_peak = resistance_peak(ratio)
    rise = zero_field(ratio)/path_peak
    print(f"l/W={ratio:.0f}: W/R={w_peak:.4f}, rho/rho(B=0)={rise:.4f}")
    if ratio >= 10:
        assert 0.45 < w_peak < 0.70 and rise > 1
assert abs(w_peak - w_star) < 0.02

# ---- graphene channel, rough typical values of clean encapsulated samples
width = 500e-9            # m
density = 2e16            # 1/m^2
mobility = 20.0           # m^2/(V s)
temperature = 20.0        # K
velocity = 1.0e6          # m/s
lattice = 2.46e-10        # m
hbar, e = const.hbar, const.e
k_fermi = np.sqrt(np.pi*density)
mfp = hbar*k_fermi*mobility/e
ratio = mfp/width
rho_bulk = 1/(density*e*mobility)
field_unit = hbar*k_fermi/(e*width)       # field at which R = W
energy = hbar*velocity*k_fermi/e          # eV
thermal = const.k*temperature/e           # eV
print("GRAPHENE CHANNEL")
print(f"width {width*1e9:.0f} nm, density {density*1e-4:.1e} cm^-2")
print(f"mobility {mobility*1e4:.0f} cm2/Vs, T {temperature:.0f} K")
print(f"velocity {velocity:.1e} m/s, lattice {lattice*1e9:.3f} nm")
print(f"k_F {k_fermi*1e-9:.4f} nm^-1, E_F {energy:.4f} eV")
print(f"l {mfp*1e9:.0f} nm, l/W {ratio:.3f}")
rho_zero = rho_bulk*ratio/zero_field(ratio)
print(f"sheet resistance: bulk {rho_bulk:.2f} ohm, B=0 {rho_zero:.2f} ohm")
w_peak, path_peak = resistance_peak(ratio)
radius = width/w_peak
rho_peak = rho_bulk*ratio/path_peak
print(f"peak: W/R {w_peak:.4f}, B {w_peak*field_unit:.4f} T")
print(f"peak: R {radius*1e9:.1f} nm = {radius*1e10:.0f} angstrom")
print(f"peak resistance {rho_peak:.2f} ohm,"
      f" over B=0 {rho_peak/rho_zero:.4f}")
previous = rho_peak
for w in (1.0, 1.5, 2.0, 2.5, 3.0, 4.0):
    rho = rho_bulk*ratio/boltzmann(w, ratio)
    print(f"W/R={w}: B {w*field_unit:.3f} T, {rho:.2f} ohm")
    assert rho_bulk*(1 - 1e-9) <= rho < previous
    previous = rho

# ---- size of what the model leaves out
print("NEGLECTED EFFECTS")
w_spec, path_spec = resistance_peak(ratio, specular=0.2)
print(f"20% specular: W/R {w_spec:.4f},"
      f" peak {rho_bulk*ratio/path_spec:.2f} ohm")
print(f"thermal spread of R: kT/E_F {thermal/energy:.4f}")
for w in (2.0, 4.0):
    landau_gap = hbar*velocity*w/width/e          # eV
    arg = 2*np.pi**2*thermal/landau_gap
    print(f"W/R={w}: Landau gap {landau_gap:.5f} eV,"
          f" thermal factor {arg/np.sinh(arg):.1e}")
print(f"transverse subbands k_F W/pi {k_fermi*width/np.pi:.1f}")
turn = np.linspace(0, 2*np.pi, 361)
kx = 4*np.pi/(3*lattice) + k_fermi*np.cos(turn)
ky = k_fermi*np.sin(turn)
band = np.abs(1 + 2*np.cos(kx*lattice/2)*np.exp(1j*ky*lattice*np.sqrt(3)/2))
warping = (band.max() - band.min())/(2*band.mean())
print(f"trigonal warping of energy at k_F +-{100*warping:.2f} %")
ee_length = hbar*velocity/e*energy/thermal**2
print(f"electron-electron length, rough {ee_length*1e9:.0f} nm")
print(f"linear response below kT/(e l) = {thermal/mfp*1e-2:.2f} V/cm")
print("tests ok")
```

It prints:

```
BALLISTIC LIMIT
peak position W/R = 0.5835
Lambda/W at peak = 1.5610
  Hall part = 0.3837, flight part = 1.1773
W/R=0.300: closed 1.63744, solver 1.63742
W/R=0.583: closed 1.56102, solver 1.56100
W/R=1.000: closed 1.68892, solver 1.68890
W/R=1.700: closed 3.52911, solver 3.52896
W/R=0.583: walk Lambda/W 1.544, closed 1.561
W/R=1.500: walk Lambda/W 2.439, closed 2.454
SOLVER CHECKS
l=W, Lambda/W: B=0 0.65333, W/R=0.02 0.65329
W/R=0.6: change with larger basis 1.0e-08
W/R=1.5: change with larger basis 4.2e-08
W/R=2.5: change with larger basis 7.7e-05
l x10 from 200W: Lambda x1.007 at W/R=1
l x10 from 200W: Lambda x9.987 at W/R=2.5
PEAK AGAINST MEAN FREE PATH
l/W=3: W/R=0.5798, rho/rho(B=0)=1.1107
l/W=5: W/R=0.5837, rho/rho(B=0)=1.2037
l/W=10: W/R=0.5845, rho/rho(B=0)=1.3733
l/W=20: W/R=0.5842, rho/rho(B=0)=1.5826
l/W=50: W/R=0.5838, rho/rho(B=0)=1.9002
l/W=200: W/R=0.5835, rho/rho(B=0)=2.4291
GRAPHENE CHANNEL
width 500 nm, density 2.0e+12 cm^-2
mobility 200000 cm2/Vs, T 20 K
velocity 1.0e+06 m/s, lattice 0.246 nm
k_F 0.2507 nm^-1, E_F 0.1650 eV
l 3300 nm, l/W 6.600
sheet resistance: bulk 15.60 ohm, B=0 62.75 ohm
peak: W/R 0.5843, B 0.1928 T
peak: R 855.8 nm = 8558 angstrom
peak resistance 79.45 ohm, over B=0 1.2661
W/R=1.0: B 0.330 T, 75.03 ohm
W/R=1.5: B 0.495 T, 58.32 ohm
W/R=2.0: B 0.660 T, 24.05 ohm
W/R=2.5: B 0.825 T, 22.95 ohm
W/R=3.0: B 0.990 T, 21.68 ohm
W/R=4.0: B 1.320 T, 19.74 ohm
NEGLECTED EFFECTS
20% specular: W/R 0.5636, peak 59.83 ohm
thermal spread of R: kT/E_F 0.0104
W/R=2.0: Landau gap 0.00263 eV, thermal factor 6.3e-05
W/R=4.0: Landau gap 0.00527 eV, thermal factor 2.0e-02
transverse subbands k_F W/pi 39.9
trigonal warping of energy at k_F +-0.89 %
electron-electron length, rough 36561 nm
linear response below kT/(e l) = 5.22 V/cm
tests ok
```
